\section*{Stability Limit of a Wetting Film in a Cylindrical Pore}

\section{Definitions and conventions}

A straight cylindrical pore of radius $R$ is coated by a liquid film of thickness $h$. The rest of the pore is a vapour core of radius $a=R-h$. The vapour is held at temperature $T$ and relative pressure $x=p/p_0$, where $p_0$ is the saturation pressure; fixing $x$ fixes the chemical potential $\mu$.

Let $v$ be the liquid volume per molecule. For an incompressible liquid and an ideal vapour, bulk liquid at this $\mu$ has pressure $p_l=p_0+(kT/v)\ln x$. A bulk phase has grand potential $-p$ per volume, so replacing vapour by bulk liquid costs $p-p_l=(kT/v)\ln(1/x)-(p_0-p)$ per volume. The last term is small for a dilute vapour and is dropped, which leaves
\begin{equation}
P=\frac{kT}{v}\ln\frac1x .
\end{equation}
A rising vapour pressure means a falling $P$.

The disjoining pressure $\Pi(y)$ is the amount per volume by which the wall lowers the free energy cost of turning vapour at distance $y$ from it into liquid. It is positive where the wall favours liquid over vapour, as in the examples below. A prime on $\Pi$ is a derivative with respect to distance from the wall; if $\Pi$ also depends on $R$, then $R$ is held fixed.

The liquid surface is treated as sharp, with constant tension $\gamma$. For a surface $r=a(\varphi,z)$, the grand potential relative to the completely filled pore is
\begin{align}
\Omega&=\int d\varphi\,dz\left[\gamma a\sqrt{1+a_z^2+\frac{a_\varphi^2}{a^2}}-V(a)\right],\\
V(a)&=\int_0^a\left[P-\Pi(R-r)\right]r\,dr .
\end{align}
Subscripts denote derivatives. The first term is surface energy; the second removes the cost of the liquid that would have filled the core. This reference avoids integrating $\Pi$ up to the wall, where it may diverge. For a uniform film, $\Omega$ per length divided by $2\pi$ is $w(a)=\gamma a-V(a)$.

\section{The stability criterion}

\paragraph{Lemma 1 (balance).} A uniform film is stationary when
\begin{equation}
P=P_f(h),\qquad P_f(h)=\Pi(h)+\frac{\gamma}{R-h}.
\end{equation}

\emph{Proof.} Since $V'(a)=a[P-\Pi(R-a)]$,
\begin{equation}
w'(a)=\gamma-a[P-\Pi(h)]=a\,[P_f(h)-P].
\label{slope}
\end{equation}
This vanishes for $a>0$ when $P=P_f(h)$. $\square$

\paragraph{Lemma 2 (ripples).} Let a balanced film be deformed to $a+\eta(\varphi,z)$. To second order,
\begin{equation}
\Delta\Omega=\frac a2\int d\varphi\,dz\left[\left(-\Pi'-\frac{\gamma}{a^2}\right)\eta^2+\gamma\eta_z^2+\frac{\gamma}{a^2}\eta_\varphi^2\right].
\label{second}
\end{equation}

\emph{Proof.} The square root contributes $\gamma a(\eta_z^2+\eta_\varphi^2/a^2)/2$ at second order, and the factor $a+\eta$ in front contributes $\gamma\eta$ at first order. The first-order sum $[\gamma-V'(a)]\eta$ vanishes by Lemma 1. The remaining second-order term is $-V''\eta^2/2$. Because $h=R-a$, the derivative of $-\Pi(R-a)$ with respect to $a$ is $+\Pi'(h)$, so
\begin{equation}
V''=P-\Pi+a\Pi'=\frac{\gamma}{a}+a\Pi',
\end{equation}
where balance was used in the last step. Collecting terms gives (\ref{second}). $\square$

\paragraph{Theorem.} In a long pore at fixed chemical potential, a balanced uniform film is stable against small deformations if
\begin{equation}
-\Pi'(h)>\frac{\gamma}{(R-h)^2},
\label{criterion}
\end{equation}
and unstable if the inequality is reversed. Stability is lost at equality.

\emph{Proof.} For $\eta\propto\cos(m\varphi)\cos(kz)$, averaging over whole periods replaces $\eta_z^2$ by $k^2\eta^2$ and $\eta_\varphi^2$ by $m^2\eta^2$. The bracket in (\ref{second}) becomes $K\eta^2$ with
\begin{equation}
K=-\Pi'-\frac{\gamma}{a^2}+\gamma k^2+\frac{\gamma m^2}{a^2}.
\label{stiffness}
\end{equation}
The terms in $k$ and $m$ cannot be negative. The smallest stiffness therefore belongs to uniform thickening, $m=k=0$, and its sign decides. $\square$

The two competing effects are visible in $K$. When the film thickens, the wall holds the new surface layer less strongly, which resists growth by $-\Pi'$. The surface also becomes narrower, and its capillary pull $\gamma/a$ increases by $\gamma/a^2$ per unit thickness, which favours growth.

\paragraph{Remark (fixed liquid volume).} If the pore is sealed and the liquid volume is fixed, $P$ acts as the Lagrange multiplier of the volume. Allowed deformations have zero mean $\eta$ to first order. The small second-order change of the mean costs nothing at this order, because the first variation vanishes. The stiffness (\ref{stiffness}) still applies, but $m=k=0$ is excluded. In an infinite pore the threshold is approached as $k\to0$ and is unchanged. In a pore of length $L>\pi a$ whose flat ends are met at a right angle, the first mode is $\cos(\pi z/L)$, and the threshold becomes
\begin{equation}
-\Pi'=\frac{\gamma}{a^2}\left[1-\left(\frac{\pi a}{L}\right)^2\right].
\end{equation}
Past the long-pore threshold, axisymmetric ripples with $k^2<1/a^2+\Pi'/\gamma$ lower the energy.

\section{Why the film then fills the pore}

\paragraph{Proposition 1 (fold).} Suppose $-\Pi'$ decreases with $h$ and exceeds $\gamma/R^2$ for thin films. Then (\ref{criterion}) turns into an equality at one thickness $h^*$. There $P_f$ has its minimum $P^*$, and for $P<P^*$ no uniform film is stationary.

\emph{Proof.} Differentiation gives
\begin{equation}
\frac{dP_f}{dh}=\Pi'(h)+\frac{\gamma}{(R-h)^2}.
\end{equation}
As $h$ grows, $-\Pi'$ falls while $\gamma/(R-h)^2$ rises without bound, so they cross once. The derivative is negative before the crossing and positive after it, so the crossing is the minimum of $P_f$. If $P<P^*$, then $P_f(h)=P$ has no solution. $\square$

For $P<P^*$, equation (\ref{slope}) gives $w'(a)>0$ for every $a>0$. Shrinking the core lowers the grand potential all the way to filling. On adsorption, $P^*$ is thus the end of the metastable film. If $-\Pi'$ stays below $\gamma/R^2$ at all thicknesses, no stable film exists and there is no limit to reach.

\paragraph{Corollary (power law).} For $\Pi=C/h^3$ with $C>0$, define $\ell=\sqrt{3C/\gamma}$. Equality in (\ref{criterion}) reads $3C/h^4=\gamma/(R-h)^2$. Both $h$ and $R-h$ are positive, so the positive root gives $R-h=h^2/\ell$, or $h^2/\ell+h-R=0$. Hence
\begin{align}
h^*&=\frac{\ell}{2}\left(\sqrt{1+\frac{4R}{\ell}}-1\right),\label{hstar}\\
P^*&=\frac{C}{h^{*3}}+\frac{\gamma}{R-h^*}.
\end{align}

For $R\gg\ell$, expansion gives $h^*\simeq\sqrt{\ell R}$. With $C=\gamma\ell^2/3$, the disjoining part of $P^*$ is $(\gamma/R)\sqrt{\ell/R}/3$ to leading order, and the capillary part is $(\gamma/R)(1+\sqrt{\ell/R})$. Their sum is
\begin{equation}
P^*\simeq\frac{\gamma}{R}\left(1+\frac43\sqrt{\frac{\ell}{R}}\right).
\end{equation}
The film-free value $\gamma/R$ is approached slowly, and the expansion needs $R$ far above $\ell$: for the $3$ nm pore treated below it gives $5.5$ MPa against the exact $7.08$ MPa. For $R\ll\ell$, (\ref{hstar}) gives a core radius $a^*\simeq R^2/\ell$, much smaller than $R$. The continuum description fails once this approaches molecular size.

\section{Equilibrium and activated filling}

\paragraph{Proposition 2 (equilibrium).} For $\Pi=C/h^3$, film and filled pore have equal grand potential when
\begin{equation}
Ca^2=\gamma Rh^3,\qquad P_e=\frac{2\gamma}{a}+\frac{C}{Rh^2}.
\end{equation}
The film is then still locally stable.

\emph{Proof.} With $y=R-r$,
\begin{align}
\int_0^a\frac{r\,dr}{(R-r)^3}&=\int_h^R\frac{R-y}{y^3}\,dy
=\frac{R}{2h^2}+\frac{1}{2R}-\frac1h\nonumber\\
&=\frac{(R-h)^2}{2Rh^2}=\frac{a^2}{2Rh^2}.
\end{align}
The filled pore has $w=0$, so equality means $\gamma a=P_ea^2/2-Ca^2/(2Rh^2)$, which gives $P_e$. Equating this to $C/h^3+\gamma/a$ gives
\begin{equation}
\frac{\gamma}{a}=\frac{C}{h^3}-\frac{C}{Rh^2}=\frac{Ca}{Rh^3},
\end{equation}
which is the first relation. It implies $\gamma/a^2=C/(Rh^3)$. This is smaller than $-\Pi'=3C/h^4$ because $h<3R$, so (\ref{criterion}) holds. $\square$

Consequently $P_e>P^*$: as the vapour pressure rises, equilibrium is passed before the stability limit. Between the two, the film is metastable.

\paragraph{Proposition 3 (barrier).} Let $a_f$ be the core radius of the metastable film and $E=w(a_f)$. A stationary axisymmetric bump that narrows the core to a neck $a_n$ and joins the film on both sides, with a single-valued profile, has excess grand potential
\begin{equation}
\Delta\Omega_b=4\pi\int_{a_n}^{a_f}\sqrt{(\gamma a)^2-[E+V(a)]^2}\;da .
\end{equation}

\emph{Proof.} Put $s=\sqrt{1+a_z^2}$. The integrand $F=\gamma as-V$ does not contain $z$ explicitly, so $F-a_z\,\partial F/\partial a_z=\gamma a/s-V$ is constant along a stationary profile. Far away $s=1$ and $a=a_f$, so the constant is $E$. The excess is
\begin{equation}
2\pi\int(\gamma as-V-E)\,dz=2\pi\int\gamma a\left(s-\frac1s\right)dz
=2\pi\int\frac{\gamma a\,a_z^2}{s}\,dz .
\end{equation}
On one half of the bump $dz=da/a_z$, and $a_z/s=\sqrt{1-1/s^2}$ with $\gamma a/s=E+V$. Two equal halves give the result. At the neck $s=1$, hence $w(a_n)=E$. $\square$

Among axisymmetric deformations the bump is a saddle. Shifting it along the pore costs nothing, so $a_z$ is a zero mode of the second variation. It has one node, and by the ordering of modes of such a one-dimensional problem exactly one mode lies below it.

\section{Nitrogen in a mesoporous low-$k$ dielectric}

Take nitrogen at $77$ K in a templated mesoporous silica dielectric with $R=3$ nm. Rough typical values are $\gamma=9$ mN/m, a liquid molar volume of $35$ cm$^3$/mol and $C=4$ MPa\,nm$^3$. Convenient units follow from $1$ mN/m $=1$ MPa\,nm. The pressure scale is $kT/v=18.29$ MPa.

First, $\ell=\sqrt{12/9}=1.155$ nm. Equation (\ref{hstar}) gives
\begin{equation}
h^*=0.577\left(\sqrt{1+10.39}-1\right)=1.371\ \text{nm},\qquad a^*=1.629\ \text{nm}.
\end{equation}
Both sides of the criterion are then $3.393$ MPa/nm. The balance gives
\begin{equation}
P^*=1.551+5.526=7.077\ \text{MPa},\qquad x^*=e^{-7.077/18.29}=0.679 .
\end{equation}
A direct search for the lowest $P$ at which the integrated potential $w(a)$ still has a minimum finds $7.0771$ MPa and $h=1.3712$ nm, against $1.3714$ nm from (\ref{hstar}). The criterion is not tied to the power law: for $\Pi=(30\ \text{MPa})\,e^{-h/(0.5\ \text{nm})}$ in the same pore it gives $1.4114$ nm, and the search gives $1.4111$ nm.

Equilibrium lies at $h=0.875$ nm and $P_e=10.21$ MPa, or $x_e=0.572$. The film is therefore metastable for $0.572<x<0.679$. If a film is held at $h=1.6$ nm, beyond the limit, ripples longer than $11.3$ nm lower its energy.

Reading the pore radius from $x^*$ without a film would give $\gamma/P^*=1.27$ nm for a cylindrical surface, or $2\gamma/P^*=2.54$ nm for a hemispherical one. Both are below the true $3$ nm. The first is even below $a^*$, because it assigns the disjoining part of $P^*$ to capillarity.

With $\gamma$, $C$ and $T$ held fixed, the model gives the following values. The last column is the barrier at $0.999\,P_e$. The neck of the bump is then narrower than $0.01$ nm, far below molecular size, so these barriers belong to the sharp-surface model and are only rough guides for nitrogen. Core radii below one molecular size supply about $16$ percent of the barrier for $R=2$ nm and $2$ percent for $R=5$ nm.

\begin{center}
\begin{tabular}{ccccc}
$R$ (nm) & $h^*$ (nm) & $x^*$ & $x_e$ & $\Delta\Omega_b/kT$\\
2 & 1.05 & 0.493 & 0.375 & 48\\
3 & 1.37 & 0.679 & 0.572 & 135\\
4 & 1.65 & 0.773 & 0.682 & 275\\
5 & 1.89 & 0.826 & 0.749 & 470
\end{tabular}
\end{center}

The sensitivity to radius follows from the minimum property. Since $\partial P_f/\partial h=0$ at $h^*$, only the explicit dependence on $R$ remains:
\begin{equation}
\frac{dP^*}{dR}=-\frac{\gamma}{a^{*2}},\qquad
\frac{dx^*}{dR}=\frac{x^*}{kT/v}\,\frac{\gamma}{a^{*2}} .
\end{equation}
For $R=3$ nm this is $0.679\times3.393/18.29=0.126$ per nm.

\section{Size of the neglected effects}

\paragraph{Thermal activation.} The theorem concerns small deformations. Take $40\,kT$ as a rough threshold for a barrier that is crossed in laboratory time. For $R=3$ nm the barrier falls to this value at $x=0.646$, where the film is $1.06$ nm thick and the neck radius is $0.77$ nm. Filling would then precede the stability limit by about $0.03$ in $x$. The three lowest axisymmetric modes of this bump have eigenvalues $-6.74$, $-0.0001$ and $5.23$ MPa, which shows the one descending direction and the translation. Paths with a lower barrier are not excluded. For $R=2$ nm the barrier near equilibrium is already close to the threshold, and it falls to $40\,kT$ near $x=0.40$, so the model's metastable range is largely cut off there. The neck is then only about $0.1$ nm, below molecular size, so this is a rough indication for nitrogen.

\paragraph{Curved wall.} The law $C/h^3$ belongs to a flat wall with pairwise attraction falling as the inverse sixth power of distance. Let $\rho(\varphi)$ be the distance from a point on the film surface to the pore wall, in direction $\varphi$ within the cross-section. Integrating the attraction along the pore gives $3\pi/(8\rho^5)$, and integrating outward from the wall gives $(\pi/8)\int d\varphi\,\rho^{-3}$. For a flat wall this equals $\pi/(6h^3)$, which fixes the prefactor:
\begin{equation}
\Pi_c(h)=\frac{3C}{4}\int_0^{2\pi}\frac{d\varphi}{\rho(\varphi)^3}.
\end{equation}
At $h^*$ this is $1.56$ times the flat-wall value. The criterion is unchanged, but with $\Pi_c$ it gives $h^*=1.43$ nm and $x^*=0.648$.

\paragraph{Surface curvature.} A curvature-dependent tension $\gamma(1-\delta/a)$ changes $w$ for a straight film by the constant $-\gamma\delta$. It leaves $P_f$ and the limit alone, but for $\delta=0.1$ nm it moves equilibrium from $x_e=0.572$ to $0.585$. A bending energy $\kappa/(2a^2)$ per area adds $\kappa/(2a)$ to $w$. For $\kappa=+kT$ and $-kT$ the minimum of the balance pressure of a uniform film moves to $x^*=0.684$ and $0.675$. The negative sign needs care: it adds a negative $k^4$ term to the ripple stiffness, so that for films $0.9$ to $1.35$ nm thick axisymmetric ripples shorter than about $2$ nm, some five molecular sizes, lower the energy. For $\kappa<0$ the value therefore refers to uniform thickening only.

\paragraph{Smaller terms.} The dropped vapour term $p_0-p$ is about $0.03$ MPa, against $P^*=7.08$ MPa. The non-ideality of the vapour is larger: a second virial coefficient $B$ adds $B(p_0-p)$ divided by the liquid molar volume to $P$, and with $B$ between about $-230$ and $-280$ cm$^3$/mol for nitrogen at $77$ K this is $-0.22$ to $-0.26$ MPa, which lowers $x^*$ from $0.679$ to about $0.670$. Liquid compressibility, roughly $3\times10^{-3}$ per MPa, contributes a term of order $0.1$ MPa. For a sealed pore with $L=100$ nm, the threshold value of $-\Pi'$ shifts by $0.26$ percent.

\paragraph{Comparison with real dielectrics.} Porous low-$k$ dielectrics can have pores much narrower than the $3$ nm radius used here, and another vapour or temperature needs its own $\gamma$, $v$ and $C$. A different or chemically modified wall needs its own $C$. Even at $R=3$ nm the limiting film is only $3.5$ molecular sizes thick, and the error of treating it as a continuum is not estimated here. Real pores also vary in width: a variation of $\pm0.3$ nm moves $x^*$ by about $\pm0.04$. Wall curvature and activation each lower the filling pressure by about $0.03$ in $x$. By the sensitivity above, neglecting either one makes a $3$ nm pore appear about a quarter of a nanometre too narrow. Their combined effect was not calculated. Using the flat-wall formula to assign a radius therefore requires a straight pore, a film several molecules thick, and an allowance for both shifts.

\section*{Table of computed values}
\begin{verbatim}
temperature: 77 K
surface tension: 9.0 mN/m
liquid molar volume: 35 cm^3/mol
film constant C: 4.0 MPa nm^3
pore radius R: 3.0 nm
thermal energy kT: 1.063 zJ
pressure scale kT/v: 18.29 MPa
length ell = sqrt(3C/gamma): 1.1547 nm
limiting thickness: 1.3714 nm
limiting thickness found by search: 1.3712 nm
surface radius at limit: 1.6286 nm
-dPi/dh at limit: 3.3930 MPa/nm
gamma/(R-h)^2 at limit: 3.3930 MPa/nm
disjoining pressure at limit: 1.551 MPa
capillary part gamma/a at limit: 5.526 MPa
P at limit: 7.0771 MPa
P at limit found by search: 7.0771 MPa
p/p0 at limit: 0.6792 (no unit)
exponential law, thickness by criterion: 1.4114 nm
exponential law, thickness by search: 1.4111 nm
equilibrium film thickness: 0.8747 nm
equilibrium P: 10.212 MPa
equilibrium p/p0: 0.5722 (no unit)
film-free radius gamma/P at limit: 1.272 nm
film-free radius 2 gamma/P at limit: 2.543 nm
thick film chosen for ripples: 1.6 nm
shortest growing wavelength there: > 11.34 nm
Table: R nm, h limit nm, p/p0 limit, p/p0 equil., barrier/kT
(barrier taken at 0.999 of the equilibrium P)
  2.0  1.048  0.4932  0.3754  48.1
  3.0  1.371  0.6792  0.5722  135.5
  4.0  1.648  0.7726  0.6820  275.1
  5.0  1.894  0.8265  0.7494  470.2
activation threshold: 40 kT
p/p0 where barrier equals threshold: 0.6456 (no unit)
film thickness there: 1.059 nm
neck radius of bump there: 0.768 nm
bump modes: -6.740, -0.0001, 5.227 MPa
curved wall, Pi ratio at h limit: 1.561 (no unit)
curved wall, limiting thickness: 1.428 nm
curved wall, p/p0 at limit: 0.6484 (no unit)
bending +kT, p/p0 at limit: 0.6838 (no unit)
bending -kT, p/p0 at limit: 0.6747 (no unit)
Tolman length tried: 0.1 nm
Tolman, equilibrium p/p0: 0.5849 (no unit)
saturation pressure, rough: 0.1 MPa
neglected vapour term p0-p: 0.032 MPa
pore length: 100 nm
sealed pore, shift (pi a/L)^2: 0.26 percent
molecular size v^(1/3): 0.387 nm
limiting thickness in molecular sizes: 3.54 (no unit)
\end{verbatim}
